# Does the bulk saturation velocity limit a short transistor?

**The argument under review.** A manuscript estimates the speed of a transistor with a 100 Å channel as follows. "In bulk material the drift velocity stops growing at high field and settles at a saturation velocity $v_s$. The field in our channel is high everywhere. No carrier population can therefore drift faster than $v_s$, and the transit time is at least $L/v_s$."

The first two sentences can be accepted. The third does not follow from them. The saturation velocity is a property of a stationary distribution, and carriers that have just entered the channel do not have that distribution. To see what can be concluded instead, one has to derive $v_s$ and note where stationarity is used.

## 1. A model in which the velocity does saturate

Take one parabolic band of mass $m$, nondegenerate carriers, and a uniform prescribed force $F$ along $+x$. The algebra is in atomic units, $\hbar=m_e=e=1$, and temperatures are energies. Write $v$ for the $x$ component of velocity, $u$ for the speed, and $E=mu^2/2$. Carriers emit and absorb phonons of energy $\omega$ at the rates

$$\Gamma_{\rm em}=\frac{N+1}{\lambda_0}\sqrt{\frac{2(E-\omega)}{m}},\qquad
\Gamma_{\rm abs}=\frac{N}{\lambda_0}\sqrt{\frac{2(E+\omega)}{m}},$$

with $\Gamma_{\rm em}=0$ for $E<\omega$. Here $N=1/(e^{\omega/T}-1)$ is the phonon occupation at lattice temperature $T$, and the length $\lambda_0$ sets the coupling. The square roots come from the density of final states. The direction after a collision is random.

Two balances follow without further approximation. Between collisions $v$ grows at the rate $F/m$. A collision replaces $v$ by a value whose average is zero, so it removes $v$ on average. With $\Gamma=\Gamma_{\rm em}+\Gamma_{\rm abs}$,

$$\frac{d\langle v\rangle}{dt}=\frac Fm-\langle\Gamma v\rangle,\qquad
\frac{d\langle E\rangle}{dt}=F\langle v\rangle-\omega\langle\Gamma_{\rm em}-\Gamma_{\rm abs}\rangle. \tag{1}$$

The second equation is the power supplied by the field minus the net power given to phonons.

**The stationary state at high field.** For $E\gg\omega$ both square roots become $u$. The total rate is then

$$\Gamma=\frac{(2N+1)u}{\lambda_0}=\frac u\lambda,\qquad \lambda=\frac{\lambda_0}{2N+1}.$$

The net power lost is $\omega(\Gamma_{\rm em}-\Gamma_{\rm abs})=\omega u/\lambda_0=\Omega u/\lambda$, where

$$\Omega=\frac{\omega}{2N+1}=\omega\tanh\frac{\omega}{2T}.$$

Write the distribution as $f=f_0(u)+f_1(u)\cos\theta$, with $\theta$ measured from $x$ and $f_1\ll f_0$. The field acts on $f_0$ and produces the term $(F/m)\cos\theta\,df_0/du$. Random-direction collisions remove the $\cos\theta$ part at the rate $u/\lambda$ and do not refill it. In the stationary state,

$$\frac Fm\frac{df_0}{du}=-\frac u\lambda f_1
\quad\Rightarrow\quad f_1=-F\lambda\frac{df_0}{dE}, \tag{2}$$

because $df_0/du=mu\,df_0/dE$.

Next count carriers crossing a sphere of radius $u$ in velocity space. The field carries them outward at the rate $\oint (F/m)\cos\theta\,f\,dS=4\pi u^2(F/m)f_1/3$, since the average of $\cos^2\theta$ is $1/3$. Treated as a continuous loss, phonons give $dE/dt=-\Omega u/\lambda$. Since $dE=mu\,du$, this is $du/dt=-\Omega/(m\lambda)$, an inward flow $4\pi u^2f_0\,\Omega/(m\lambda)$. The two flows cancel in the stationary state:

$$\frac{F f_1}{3}=\frac{\Omega f_0}{\lambda}
\quad\Rightarrow\quad
\frac{df_0}{dE}=-\frac{f_0}{T_e},\qquad T_e=\frac{F^2\lambda^2}{3\Omega}. \tag{3}$$

The carriers have a Maxwellian energy distribution at their own temperature $T_e$. The derivation needs $f_1/f_0=F\lambda/T_e=3\Omega/(F\lambda)\ll1$. It also needs $T_e\gg\omega$ and $T_e\gg T$, so that the energy spread caused by individual phonons can be neglected.

The drift velocity is the average of $u\cos\theta$ over the $f_1$ part. The angular average gives $1/3$, and a Maxwellian has mean speed $\sqrt{8T_e/(\pi m)}$:

$$\langle v\rangle=\frac13\,\frac{F\lambda}{T_e}\sqrt{\frac{8T_e}{\pi m}}
=\frac{F\lambda}{3}\sqrt{\frac{8}{\pi mT_e}}.$$

Inserting $1/\sqrt{T_e}=\sqrt{3\Omega}/(F\lambda)$ cancels the field:

$$v_s=\frac13\sqrt{\frac{24\,\Omega}{\pi m}}=\sqrt{\frac{8\Omega}{3\pi m}}. \tag{4}$$

The cancellation shows what saturation means. A stronger field pushes harder, but it also makes the carriers hotter, and hotter carriers collide more often. The second effect exists once the carriers have been heated. Equation (4) says nothing about the time before that.

**Numbers.** I use round model parameters: $m=0.3$, $\omega=0.06$ eV, $T=0.025$ eV, $\lambda_0=200$ Å and $F=0.001$ eV/Å. They give $N=0.0998$, hence $\Omega=0.06/1.1996=0.050$ eV and $\lambda=167$ Å. Equation (4) gives $v_s=1.58$ Å/fs, or $1.58\times10^7$ cm/s.

A Monte Carlo simulation, which uses the full rates and Newton's law but not equations (2)–(4), gives bulk velocities of 1.48, 1.53 and 1.55 Å/fs at one, two and four times this field. The velocity is nearly flat and approaches $v_s$. At the largest field $F\lambda=0.667$ eV, so (3) predicts a mean energy

$$\tfrac32T_e=1.5\times\frac{(0.667)^2}{3\times0.050}\approx4.45\ \text{eV},$$

against 4.37 eV in the simulation. That run starts cold and the energy takes about 700 fs to relax, so the value is about 0.1 eV low; a fully relaxed average gives $4.46\pm0.04$ eV. Such energies are a test of the asymptotic law within the model; a real band is not parabolic that far up, and impact ionization would set in first. At the working field $F\lambda=0.167$ eV is hardly larger than $3\Omega=0.15$ eV. There I therefore take the bulk values from the simulation: 1.48 Å/fs and a mean energy of 0.347 eV. Because of the finite averaging time, time step and sample, these are good to a few percent.

## 2. What it costs to reach $v_s$

The manuscript treats $v_s$ as a speed that carriers cannot exceed. Consider a carrier accelerated from rest without a collision. On reaching $v_s$ its kinetic energy is

$$\frac{mv_s^2}{2}=\frac m2\,\frac{8\Omega}{3\pi m}=\frac{4\Omega}{3\pi}=0.0212\ \text{eV}. \tag{5}$$

Since $\Omega\le\omega$, this is at most $0.43\,\omega$. The carrier does not yet have enough energy to emit one phonon. At the working field it needs $0.0212/0.001\approx21$ Å and 27 fs to get there. These figures agree with uniform acceleration, for which the final velocity is twice the distance over the time: $2\times21.2/26.9=1.58$ Å/fs.

The case $T=0$ gives a strict result. Then $N=0$, $\Omega=\omega$, and there is no scattering below $E=\omega$. If all carriers start at rest, they all reach $\sqrt{2\omega/m}$ together, whatever the value of $F>0$. Relative to the saturation velocity this is

$$\frac{\sqrt{2\omega/m}}{\sqrt{8\omega/(3\pi m)}}=\sqrt{\frac{3\pi}{4}}\approx1.535. \tag{6}$$

This is a lower bound on the peak. The emission rate starts from zero at threshold, so by (1) the mean velocity is still rising there. At the working field the simulated peak is about $1.95\,v_s$, with $v_s$ taken at $T=0$; sampling shifts this by about 0.02.

At $T=0.025$ eV the carriers start with a spread of velocities. Some can emit a phonon early and all can absorb one, so (6) no longer applies as a bound. The early motion is still close to free acceleration. The slope $1.578/26.9=0.0587$ Å/fs² predicts 0.59 Å/fs after 10 fs and 1.47 Å/fs after 25 fs. The simulation gives 0.56 and 1.33 Å/fs, the shortfall growing as collisions accumulate.

## 3. Why the velocity rises above its final value

After the field is switched on, the mean velocity peaks at 2.59 Å/fs ($2.6\times10^7$ cm/s) at about 78 fs. This is 1.64 times $v_s$ and 1.75 times the bulk velocity at the same field. It then falls to 1.72 Å/fs at 200 fs and 1.49 Å/fs at 800 fs.

Define an effective momentum-loss rate $\nu=\langle\Gamma v\rangle/\langle v\rangle$. At the peak $d\langle v\rangle/dt=0$, and the same holds in the stationary state. Equation (1) therefore gives at both moments

$$\langle v\rangle=\frac{F}{m\nu},\qquad
\frac{v_{\rm peak}}{v_{\rm bulk}}=\frac{\nu_{\rm bulk}}{\nu_{\rm peak}}. \tag{7}$$

The simulated rates are 0.0228 fs⁻¹ at the peak and 0.0397 fs⁻¹ in the bulk. Their ratio is 1.74, in agreement with the velocity ratio of 1.75. The force and the mean momentum loss balance at both moments, but at the peak the loss rate $\nu$ is smaller, so a larger velocity is needed for the balance.

The mean energy at the peak is 0.147 eV, less than half of its final 0.347 eV. Because $\Gamma$ grows with energy, this lag is the natural explanation of the small $\nu$. It can be tested by removing the lag and nothing else. Take the carriers from the stationary state, keep each one's energy, randomize its direction, and apply the same field. The mean velocity again starts near zero, but the energies are already those of the hot state. The largest velocity is now 1.04 times the bulk value instead of 1.75 times. Switching on a field is thus not sufficient; the large overshoot comes from cold carriers.

The remaining 4 to 5% persists in a larger sample, so it is not sampling noise. With $\langle v\rangle$ near zero the field supplies almost no power, so by (1) the mean energy first drops, from about 0.35 to 0.32 eV, and recovers over a few hundred femtoseconds. The control thus keeps a small energy lag, and the velocity stays a few percent above its bulk value while the lag lasts.

**Two clocks.** Momentum is lost in a time $1/\nu_{\rm bulk}=25$ fs. The time needed to supply the stationary energy at the stationary power is

$$\frac{\langle E\rangle}{F\langle v\rangle}=\frac{0.347}{0.001\times1.48}\approx234\ \text{fs},$$

about nine times longer. In the asymptotic regime, with $\nu=F/(mv_s)$, the ratio of the two times is

$$\frac{3T_e/2}{Fv_s}\,\frac{F}{mv_s}=\frac{3T_e}{2mv_s^2}
=\frac{3T_e}{2}\,\frac{3\pi}{8\Omega}=\frac{9\pi}{16}\frac{T_e}{\Omega}. \tag{8}$$

Strong heating separates the clocks, so the velocity adjusts to a carrier temperature that is itself still rising.

## 4. Two cases without overshoot

The corrected claim must not become "carriers always overshoot". Two limits show what is required.

**Weak field.** Let $T>0$ and start from equilibrium, $f_{\rm eq}\propto e^{-E/T}$. To first order in $F$, the change $g$ of the distribution is odd in $v$. Random-direction collisions remove it at the rate $\Gamma(E)$ and do not refill it. With $\partial f_{\rm eq}/\partial v=-(mv/T)f_{\rm eq}$,

$$\frac{\partial g}{\partial t}=\frac{Fv}{T}f_{\rm eq}-\Gamma g
\quad\Rightarrow\quad
g=\frac{Fv}{T}f_{\rm eq}\,\frac{1-e^{-\Gamma t}}{\Gamma}.$$

Averaging $v$ over $g$,

$$\langle v\rangle(t)=\frac FT\left\langle v^2\,\frac{1-e^{-\Gamma t}}{\Gamma}\right\rangle_{\rm eq}. \tag{9}$$

Every carrier's contribution grows steadily with time, so the velocity rises to its final value from below. Heating is of second order in $F$ and has not entered.

**Scattering independent of energy.** If $\Gamma$ is a constant, then $\langle\Gamma v\rangle=\Gamma\langle v\rangle$, and (1) closes at any field. Starting from $\langle v\rangle=0$,

$$\langle v\rangle=\frac{F}{m\Gamma}\left(1-e^{-\Gamma t}\right). \tag{10}$$

There is no overshoot, but there is no saturation either: the final velocity is proportional to $F$. In the present model the growth of $\Gamma$ with energy is responsible for both. It limits the hot carriers and leaves the cold ones freer.

## 5. From time to position

A transistor in steady operation does not switch its field on for all carriers at once. Carriers enter at the source, $x=0$, and what matters is the profile

$$v(x)=\frac{J}{n(x)}, \tag{11}$$

with $J$ the constant net particle current and $n$ the density. Each passage of a carrier through $dx$ takes a time $dx/|v|$. The density therefore weights slow carriers more heavily, and it counts repeated passages. The peak of Section 3 cannot simply be transferred to a position.

**Without scattering.** Thermal carriers enter with a flux proportional to $v_0e^{-mv_0^2/2T}dv_0$. Energy conservation gives $v=\sqrt{v_0^2+2Fx/m}$ at $x$. Set $s=mv_0^2/(2T)$, so that the normalized flux weight is $e^{-s}ds$, and $q=Fx/T$. Then, with $y^2=s+q$,

$$\frac nJ=\left\langle\frac1v\right\rangle
=\sqrt{\frac{m}{2T}}\int_0^\infty\frac{e^{-s}ds}{\sqrt{s+q}}
=\sqrt{\frac{m}{2T}}\;2e^{q}\int_{\sqrt q}^\infty e^{-y^2}dy .$$

The last integral is $\tfrac12\sqrt\pi\,{\rm erfc}\sqrt q$. Hence

$$v_{\rm ball}(x)=\frac{v_{\rm inj}}{e^{q}\,{\rm erfc}\sqrt q},\qquad
v_{\rm inj}=\sqrt{\frac{2T}{\pi m}}. \tag{12}$$

At the source this equals $v_{\rm inj}=0.966$ Å/fs. For $q\gg1$ the denominator tends to $1/\sqrt{\pi q}$, and (12) becomes $\sqrt{2Fx/m}$, the speed of a carrier falling from rest.

**With scattering, long region.** In a region of 4000 Å the simulated velocity has a flat maximum of 1.82 to 1.83 Å/fs somewhere between 50 and 110 Å; the sample does not fix its position more closely. This is above $v_s$, but by 16% and not by 64%. At 50 Å the velocity is 1.81 Å/fs, while (12), with the density averaged over the same 20 Å cell, gives 2.86 Å/fs. On average, half of the collisions send the carrier backward. Unless it leaves through the source, the force or a later collision turns it around and it passes the same places again, which increases $n$.

The velocity then declines to 1.59 Å/fs at 410 Å and 1.50 Å/fs at 1510 Å. Between 2000 and 3000 Å it averages 1.47 Å/fs, the bulk value within the accuracy of the simulation. A length of several hundred angstroms is expected: a carrier starting from rest must advance $0.347/0.001=347$ Å along the force to gain the stationary energy even if nothing is lost on the way.

**With scattering, short device.** Now let a drain at 100 Å collect every carrier that reaches it. The mean transit velocity, defined as length times current divided by the number of carriers present, is 2.01 Å/fs. Over the first 100 Å of the long region it is 1.70 Å/fs. Field, injection and scattering are the same in both; the difference is that carriers can no longer come back from beyond 100 Å. The largest local velocity in the short device is 2.74 Å/fs.

The manuscript's bound can now be checked directly:

$$\frac{L}{v_s}=\frac{100}{1.578}\approx63\ \text{fs},\qquad
\tau=\frac{100}{2.01}\approx50\ \text{fs}.$$

The actual time is shorter than the supposed minimum. The margin depends on the parameters, since this channel is shorter than $\lambda=167$ Å. At the same field $\tau$ is 59 fs for $\lambda_0=100$ Å and 69 fs for $\lambda_0=60$ Å, where $F\lambda<3\Omega$ and the field is no longer high in the sense of (3); for $\lambda_0=60$ Å and $F=0.0033$ eV/Å it is again 50 fs. For a 200 Å device the transit velocity is 2.08 Å/fs, giving 96 fs against 127 fs.

## 6. What overshoot does not do for the current

It would be equally wrong to multiply the current by the overshoot ratio. Let $J_+$ be the current injected at the source and $J_-$ the part that returns. By (12) at $x=0$ the injected carriers have density $J_+/v_{\rm inj}$. Returning carriers add a density $n_-\ge0$. Therefore

$$J=J_+-J_-\le J_+=v_{\rm inj}\left[n(0)-n_-\right]\le n(0)\,v_{\rm inj}. \tag{13}$$

For a given density at the source, the current is bounded by thermal injection, here at 0.966 Å/fs, which is below $v_s$. Faster motion downstream lowers $n(x)=J/v(x)$ and leaves $J$ the same at every $x$.

The comparison of the two regions shows the size of the effect. With the drain at 100 Å, a fraction 0.037 of the carriers returns to the source; in the long region it is 0.050. At equal injection the current rises by $0.963/0.950-1\approx1.4\%$, while the transit velocity rises by $2.01/1.70-1\approx18\%$. For carriers injected at the source, the gain lies mainly in the shorter transit time and the smaller stored charge $J\tau$.

## 7. Range of these conclusions

The field is prescribed here. In a device the carriers' charge alters the field and the source barrier, and so $J_+$. The drain here only collects. A real drain also injects carriers, which enter the channel against the force and add to its stored charge even if they turn back. In the 100 Å device each of them stays about 50 fs, so a drain injecting the same flux as the source would raise stored charge over net current to about 104 fs, above $L/v_s$; the 50 fs of Section 5 is the transit time of carriers from the source only. The carriers are also taken as nondegenerate. At high source density the slow states are filled and faster ones become occupied, so the injection velocity in (13) is higher than 0.966 Å/fs. Elastic scattering is absent; it would redirect carriers without cooling them, which changes both the bulk velocity and the velocity near the source. Its net effect on the overshoot is not examined here. At several tenths of an eV a real band may depart from a parabola, which changes the velocities.

The collision picture is also approximate. In the hot state the collision rate corresponds to an energy width of 0.020 eV, a third of the phonon energy, so the sharp emission threshold is an idealization. Tunnelling and wave effects over the first tens of angstroms are left out. The figures should be read as those of a semiclassical model, with the full set in the numerical output below.

I ask that the minimum transit time $L/v_s$ be withdrawn. Within this model, the manuscript may keep $v_s$ as an estimate of the average velocity, not as a bound, when the field is high throughout a channel much longer than the distance over which carriers heat up. For the 100 Å channel it needs a calculation that follows the carrier energies from the source.

## Values computed for the example and the checks

```
mass 0.30 m_e; phonon energy 0.060 eV
lattice temperature 0.025 eV; field 0.0010 eV/A
coupling length mfp0 200 A; high-energy mfp 166.7 A
phonon occupation 0.0998; Omega 0.0500 eV
saturation velocity v_s 1.578 A/fs = 1.58e+07 cm/s
kinetic energy at v_s from rest 0.0212 eV
free time to v_s from rest 26.9 fs
free distance to v_s from rest 21.2 A
bulk velocity at working field 1.48 A/fs
bulk mean energy 0.347 eV
peak velocity 2.59 A/fs = 2.6e+07 cm/s
peak time 78 fs; mean energy then 0.147 eV
peak/v_s 1.64; peak/bulk 1.75
effective rate nu: peak 0.0228, bulk 0.0397 1/fs
hot-start control: largest velocity/bulk 1.04
bulk broadening hbar*rate 0.020 eV
t  10 fs: velocity 0.56 A/fs, energy 0.041 eV
t  25 fs: velocity 1.33 A/fs, energy 0.054 eV
t  50 fs: velocity 2.26 A/fs, energy 0.094 eV
t 100 fs: velocity 2.46 A/fs, energy 0.184 eV
t 200 fs: velocity 1.72 A/fs, energy 0.272 eV
t 400 fs: velocity 1.52 A/fs, energy 0.322 eV
t 800 fs: velocity 1.49 A/fs, energy 0.346 eV
T=0 from rest: bound/v_s 1.535; simulated peak/v_s 1.962
field 0.0020 eV/A: bulk velocity 1.53 A/fs
field 0.0040 eV/A: bulk velocity 1.55 A/fs
at that field: mean energy 4.37 eV; theory 4.45 eV
thermal injection velocity 0.966 A/fs
long region: fraction returned to source 0.050
long region peak: 1.83 A/fs at 90 A
x   10 A: velocity 1.40, ballistic 1.65 A/fs
x   50 A: velocity 1.81, ballistic 2.86 A/fs
x  110 A: velocity 1.80, ballistic 3.93 A/fs
x  210 A: velocity 1.72, ballistic 5.23 A/fs
x  410 A: velocity 1.59, ballistic 7.13 A/fs
x  810 A: velocity 1.55, ballistic 9.89 A/fs
x 1510 A: velocity 1.50, ballistic 13.41 A/fs
mean velocity for x from 2000 to 3000 A: 1.47 A/fs
long region, transit velocity over first 100 A: 1.70 A/fs
long region, transit velocity over first 200 A: 1.72 A/fs
long region, transit velocity over first 1000 A: 1.59 A/fs
long region, transit velocity over first 2000 A: 1.54 A/fs
100 A device: largest local velocity 2.74 A/fs
100 A device: transit velocity 2.01 A/fs, returned 0.037
200 A device: largest local velocity 3.18 A/fs
200 A device: transit velocity 2.08 A/fs, returned 0.045
```
